Cohen's nonellipsoidal dispersion for bismuth electrons, compared with Lax's ellipsoid

**1. When the ellipsoid goes wrong**

The electron pockets of bismuth are long and thin, and the gap beneath them is smaller than their Fermi energy. Lax's two-band model gives them a nonparabolic energy but an ellipsoidal Fermi surface. It thereby assumes that the same pair of bands produces the mass in all three directions. If the heavy mass along the pocket comes instead from distant bands, the ellipsoid is too long. For the round parameters used below, with edge masses, gap and Fermi energy held fixed, it is too long by a factor 1.73 and holds 4.1×10¹⁷ electrons per cm³ instead of 2.7×10¹⁷. Cohen's dispersion describes this second case.

**2. Setting and conventions**

The pocket is centred at the L point. Let p = ħk be the crystal momentum measured from L, with axis 2 along the pocket. Energies E are measured from the conduction edge, so the valence edge lies at −Eg. The free-electron mass is m0. Two levels at L, c and v, face each other across the gap. They have opposite parity, and each is doubly degenerate.

Inserting a Bloch function exp(ip·r/ħ) times a combination of the states at L into the Schrödinger equation gives

H = H_L + p²/2m0 + p·π/m0.

H_L is diagonal in the states at L, and π is the momentum operator with its spin-orbit part, proportional to σ×∇V. There is no magnetic field in H.

Four assumptions define the model:

- The crystal has inversion and time-reversal symmetry.
- The matrix elements of π2 between c and v are set to zero. Inversion and time reversal do not require this; it is an approximation.
- Remote bands and the term p²/2m0 are kept along axis 2 only, where nothing else would give a mass.
- Cross terms of the remote-band masses, such as p2p3, are dropped.

**3. Why spin leaves a scalar problem**

Let Θ be inversion times time reversal. Each factor reverses π, so Θ leaves π unchanged. Θ is antiunitary, and Θ² = −1 for one electron. For any states a and b this means ⟨a|b⟩ = ⟨Θb|Θa⟩. Taking b = Θa gives

⟨a|Θa⟩ = ⟨Θ²a|Θa⟩ = −⟨a|Θa⟩ = 0.

The partners a and Θa are therefore orthogonal, and since they have the same energy each level is a doublet.

Use the bases (c, Θc) and (v, Θv). For a Hermitian operator O unchanged by Θ, ⟨Θa|O|Θb⟩ = ⟨a|O|b⟩*. Put α = ⟨c|O|v⟩ and γ = ⟨c|O|Θv⟩. Then ⟨Θc|O|Θv⟩ = α*. Since v = −Θ(Θv), also ⟨Θc|O|v⟩ = −γ*. The interband block is

M = [[α, γ], [−γ*, α*]].

The off-diagonal element of MM† is α(−γ) + γα = 0, and both diagonal elements are |α|² + |γ|². Hence

MM† = (|α|² + |γ|²) 1.

Within one doublet the block must also be Hermitian, so −γ* = γ*. This gives γ = 0 with α real: a diagonal block is a number times the unit matrix.

For O = p·π/m0, α and γ are linear in p, so MM† is a non-negative quadratic form in p. With π2 dropped it contains only p1 and p3. Choose axes 1 and 3 to diagonalize it, and name its coefficients by two masses:

MM† = Eg T,  T = p1²/2m1 + p3²/2m3.

Section 5 confirms that m1 and m3 are the masses at the band edge.

**4. The mass that remote bands supply**

Let A be the amplitudes on c and v, and R those on the remote states. The remote rows of the Schrödinger equation read

(E − H_RR) R = H_RA A.

Solving for R and inserting it in the other rows adds H_AR (E − H_RR)⁻¹ H_RA to the Hamiltonian of c and v. To second order in p2, H_RR may be replaced by the remote energies E_r at L, and E by the edge energy of the band concerned. The relative error of this second replacement is of the order of the energy from the edge divided by the distance to the remote bands.

The remote coupling is p2π2/m0. The conduction diagonal becomes

p2²/2m0 + (p2²/m0²) Σ |⟨c|π2|r⟩|²/(Ec − E_r) = p2²/2m2,

and therefore

1/m2 = 1/m0 + (2/m0²) Σ |⟨c|π2|r⟩|²/(Ec − E_r).

Remote bands below c push it upward and lower m2. For the valence band, which is taken to curve downward, the same sum defines a positive m2′:

−1/m2′ = 1/m0 + (2/m0²) Σ |⟨v|π2|r⟩|²/(Ev − E_r).

Here the bands above v must outweigh the free-electron term and the bands below v together. Both corrections are unchanged by Θ, so by section 3 they are scalars in their doublets.

A second-order element between c and v would need ⟨c|π2|r⟩⟨r|π2|v⟩. The operator π2 is odd, so the first factor requires r to have parity opposite to c, which is the parity of v. The second factor then vanishes.

A one-dimensional crystal tests both points. In units where ħ, m0 and the reciprocal-lattice vector are 1, take the potential 0.2 cos x + 0.3 cos 2x and the two lowest states at the zone edge. The sum over all other bands gives the upper state an inverse mass of 3.8304, as does the curvature of its computed energy. In this crystal the momentum between the two states does not vanish: the lower state supplies 3.15 of the total, the free-electron term and the remote bands together 0.68, so the agreement tests the full sum. The second-order element between the two states is 4×10⁻¹⁵, which is rounding. Shifting the phase of the second cosine by 0.7 breaks inversion and raises it to 0.041, with the energy in the denominator taken at midgap.

**5. Cohen's dispersion**

The operator π is odd and each doublet has a definite parity, so p·π/m0 has no matrix elements within c or within v. The diagonal blocks therefore hold only the edge energies and the terms found in section 4. Write u = p2²/2m2 and u′ = p2²/2m2′. With χ and η the two-component amplitudes on c and v, the equations are

(E − u) χ = M η,
(E + Eg + u′) η = M†χ.

Multiply the first by (E + Eg + u′) and use the second:

(E − u)(E + Eg + u′) χ = MM†χ = Eg T χ.

Dividing by Eg gives the general result:

(E − u)(1 + E/Eg + u′/Eg) = T.

For equal remote masses, m2′ = m2 and u′ = u. The product before division is

(E − u)(E + Eg + u) = E² + EEg + Eu − uE − uEg − u² = E(E + Eg) − uEg − u².

Setting this equal to Eg T and dividing by Eg gives Cohen's dispersion,

E(1 + E/Eg) = p1²/2m1 + p3²/2m3 + p2²/2m2 + (p2²/2m2)²/Eg.

Adding Eg/4 to both sides and multiplying by Eg completes the squares:

(E + Eg/2)² = (u + Eg/2)² + Eg T.

At fixed p2 this is a two-band problem with gap Eg + 2u. Moving along the pocket drives the two bands apart without mixing them, while moving across the pocket mixes them.

Two limits show the difference between the directions. Near the edge, E ≪ Eg and u ≪ Eg, the quadratic terms drop out and E ≈ T + u, so m1, m2 and m3 are indeed the edge masses. On axis 2 itself T = 0, and the conduction root is E = u: the band stays parabolic there within this model, however large E/Eg is.

**6. How Lax's ellipsoid follows**

Let a share λ of the edge inverse mass 1/m2 come from interband momentum and 1 − λ from remote bands, again with equal remote masses. The remote energy is then (1 − λ)u. Suppose the added interband coupling gives no cross terms with p1 or p3 in MM†. To supply the edge energy λu it must add λuEg to MM†, just as T came from Eg T. The secular equation is

[E − (1 − λ)u][E + Eg + (1 − λ)u] = Eg(T + λu).

The left side is E(E + Eg) − (1 − λ)uEg − (1 − λ)²u². Moving the terms in u to the right, (1 − λ)uEg + λuEg = uEg, and division by Eg gives

E(1 + E/Eg) = T + u + (1 − λ)²u²/Eg.

Cohen's form is λ = 0. Lax's form is λ = 1:

E(1 + E/Eg) = p1²/2m1 + p2²/2m2 + p3²/2m3.

The edge masses are the same in both, so the zero-field energies close to the edge cannot separate them; the difference is quartic in p2. The states differ already at the edge. The interband momentum along axis 2 vanishes for λ = 0 and not for λ = 1. In a weak field along axis 1, with ω = eB/√(m2m3), the lowest conduction Landau levels lie near ħω/2, 3ħω/2, …, each doubly degenerate, for λ = 0, but near 0, ħω, 2ħω, … for λ = 1. Diagonalizing the four-state Hamiltonian at 200 random momenta for λ = 0, 0.3 and 1 reproduces this relation for both bands to better than 10⁻⁷ meV.

**7. The shape of the Fermi surface**

From here E is the Fermi energy. Define

W = E(1 + E/Eg),  β = E/(E + Eg),  r = m2/m2′,  s = u/E.

Since u′ = ru, the general dispersion gives

T = E(1 − s)(1 + E/Eg + rsE/Eg).

Taking out the factor 1 + E/Eg, and noting that (E/Eg)/(1 + E/Eg) = β,

T = W(1 − s)(1 + rβs).

At fixed p2 the section is an ellipse with semi-axes √(2m1T) and √(2m3T), hence of area 2π√(m1m3) T. The formula therefore gives the profile of the pocket. It closes at s = 1, where p2 = √(2m2E).

For Lax's surface T = W − u. Because E/W = 1 − β, this is T = W[1 − (1 − β)s]. For Cohen's surface with r = 1,

T = W(1 − s)(1 + βs) = W[1 − (1 − β)s − βs²].

At s = 0 the two agree, so the waists coincide. Elsewhere Cohen's T is smaller by Wβs², so its section is smaller and its surface lies inside Lax's. Lax's tip is at √(2m2W), farther out by

√(W/E) = √(1 + E/Eg).

An ellipsoid with Cohen's own semi-axes would have T = W(1 − s). Cohen's section exceeds it by the factor 1 + βs, so the pocket is shorter than Lax's but blunter than an ellipsoid of its own length. Both orderings were confirmed at surface points found along 300 random directions.

Unequal remote masses can change the shape qualitatively. The derivative of (1 − s)(1 + rβs) at s = 0 is rβ − 1. It is positive, and the waist becomes a neck, when

r > 1/β = 1 + Eg/E.

The widest section is then where −1 + rβ − 2rβs = 0, that is, at s = (rβ − 1)/(2rβ).

**8. Carrier density**

Put p2 = x√(2m2E), so that s = x². The volume in momentum space is the integral of the section:

V = 2π√(m1m3) W √(2m2E) · 2∫₀¹ (1 − x²)(1 + rβx²) dx.

The integral is 1 − 1/3 + rβ(1/3 − 1/5) = (2/3)(1 + rβ/5). Hence

V_Cohen = (8π/3)√(2m1m2m3E) W(1 + rβ/5).

Lax's ellipsoid has semi-axes √(2m_iW) and volume

V_Lax = (4π/3)√(8m1m2m3) W^(3/2) = (8π/3)√(2m1m2m3) W^(3/2).

The ratio of the volumes, and of the densities n = 2V/(2πħ)³ per pocket, is

n_Cohen/n_Lax = (1 + rβ/5)/√(1 + E/Eg).

For r = 1 and E ≪ Eg this is 1 + E/(5Eg) − E/(2Eg) = 1 − 0.3E/Eg to first order. For E ≫ Eg, β tends to 1 and the ratio falls as 1.2√(Eg/E). The models separate without bound as the gap closes at fixed Fermi energy and fixed edge masses.

**9. Orbits in a magnetic field**

In a weak field B the momentum moves along a contour of constant energy at the rate eBv⊥, where v⊥ is the velocity normal to the field. The period is ∮dp/(eBv⊥). The contour for energy E + dE lies farther out by dE/v⊥, so dA/dE = ∮dp/v⊥ for the enclosed area A. Setting the period equal to 2πm_c/(eB) gives

m_c = (1/2π) dA/dE.

Onsager's rule gives quantum oscillations periodic in 1/B with frequency F = A/(2πħe).

For field along axis 2 the central orbit lies in the plane p2 = 0. Both models give

A = 2π√(m1m3) W,  m_c = √(m1m3)(1 + 2E/Eg).

For field along axis 1 the orbit runs along the pocket. Lax's ellipse gives A = 2π√(m2m3) W and m_c = √(m2m3)(1 + 2E/Eg). For Cohen's surface with r = 1, p3 = √(2m3T) and

A = 4√(2m3W)√(2m2E) J,  J = ∫₀¹ y dx,  y² = (1 − x²)(1 + βx²).

To reduce J, define I0 = ∫dx/y, I2 = ∫x²dx/y and I4 = ∫x⁴dx/y, all from 0 to 1. I0 is the complete elliptic integral K of parameter −β. The complete integral of the second kind, here called L to keep E for the energy, is

L = ∫√[(1 + βx²)/(1 − x²)] dx = ∫(1 + βx²)dx/y = I0 + βI2.

The product xy vanishes at both limits, so the integral of its derivative is zero. With y² = 1 + (β − 1)x² − βx⁴,

0 = ∫(y² + xyy′)dx/y = I0 + 2(β − 1)I2 − 3βI4.

This fixes βI4, and then

J = I0 + (β − 1)I2 − βI4 = (2/3)I0 + (β − 1)I2/3.

Inserting I2 = (L − K)/β,

J = [(1 + β)K − (1 − β)L]/(3β).

For the mass, differentiate A = 4∫√(2m3T)dp2 at fixed p2. The moving end point contributes nothing because T = 0 there. From T = W − u − u²/Eg, ∂T/∂E = 1 + 2E/Eg, so

dA/dE = 2√(2m3)(1 + 2E/Eg)∫dp2/√T = 2√(2m3)(1 + 2E/Eg)√(2m2E/W) K.

Dividing by 2π,

m_c = √(m2m3)(1 + 2E/Eg) · (2/π)K/√(1 + E/Eg).

The tip velocities differ too. Cohen's E = p2²/2m2 gives v = √(2E/m2), which grows with energy. For Lax, (1 + 2E/Eg)v = p2/m2 gives v = √(2W/m2)/(1 + 2E/Eg), which saturates at √(Eg/2m2) for E ≫ Eg.

**10. Worked example**

Take Eg = 15 meV, E = 30 meV, edge masses 0.001, 0.25 and 0.005 m0, equal remote masses and three pockets. Then E/Eg = 2, W = 30 × 3 = 90 meV and β = 30/45 = 0.667.

Both models have k1 = 0.0486 nm⁻¹ at the waist. Cohen's length follows from k2/k1 = √(m2E/m1W) = √(250/3) = 9.13, so k2 = 0.444 nm⁻¹. Lax's follows from √250 = 15.8, so k2 = 0.768 nm⁻¹.

The density ratio is (1 + 0.667/5)/√3 = 1.133/1.732 = 0.654. The three pockets hold 2.69×10¹⁷ cm⁻³ in Cohen's model and 4.11×10¹⁷ cm⁻³ in Lax's. Volumes integrated from the diagonalized energies agree with the formulas to one part in 10⁶. To hold Cohen's density, Lax's model would need a Fermi energy of 25.3 meV.

For field along axis 1, K = 1.3769 and L = 1.8066 give

J = (1.6667 × 1.3769 − 0.3333 × 1.8066)/2 = 0.846.

The area ratio Cohen/Lax is (4J/π)/√3 = 0.622, and the frequencies are 17.1 T and 27.5 T. The cyclotron masses are 0.089 m0 and 0.177 m0, a ratio of 0.506. For field along axis 2 both models give 1.74 T and 0.0112 m0.

Refitting m2 in Lax's model cannot hide the difference. With E, Eg and m3 fixed, its long area and long cyclotron mass both scale as √m2. Matching Cohen's area would give a mass of 0.622 × 0.177 = 0.110 m0, still above 0.089 m0.

The tip velocities are 2.05×10⁵ m/s for Cohen and 0.71×10⁵ m/s for Lax.

**11. What the model leaves out, in numbers**

*Residual interband momentum.* The squared interband momenta along axes 2 and 1 stand in the ratio λm1/m2. For λ = 1 the momentum along 2 is just 6.3% of that along 1, yet it produces the whole mass m2. Dropping it therefore requires more than its being small beside the transverse one: it must be small beside this 6.3%. At 2.0%, λ = 0.1 and the tip moves out by 4%, provided the added coupling gives no cross terms with p1 or p3, as supposed in section 6.

*Unequal remote masses.* For r = 0.5 and r = 2 the density changes by −6% and +12%. The neck condition is r > 1.5. At r = 2 the widest section is at s = 1/8, with an area 2% above the waist.

*Finite remote gap.* An eight-state model with explicit remote bands 1 eV away, 200 random choices of the spin structure of the couplings, and a coupling of 200 meV nm between the remote bands was compared with the folded energy of 30 meV. The largest deviation found was 0.6 meV at the tip and 1.1 meV at an oblique point halfway in s. These are sampled values for one coupling strength, not bounds: with 750 meV nm, about the size of the coupling between c and v along axis 1, they rise to roughly 1.6 and 3.2 meV. At the oblique point, for one set of couplings, raising the remote gap from 16 to 64 eV at fixed masses reduced the error by a factor 3.96, close to the inverse-gap law.

*Transverse free-electron term.* With the interband momenta held fixed, it would add 0.09 meV at the waist on axis 1 and 0.45 meV on axis 3. Transverse remote-band terms and the cross terms dropped in section 2 are not estimated.

*Temperature.* With level, gap and masses fixed, the conduction-band density rises by 0.07% at 4.2 K and by 23% at 77 K. The sharp Fermi surface is a low-temperature description.

*Landau quantization.* At 0.1 T the level spacing is 0.13 meV for field along axis 1 and 1.0 meV along axis 2, both small beside 30 meV. For field along axis 2, F/B falls to about one near 1.7 T. Above that field, with the Fermi energy held fixed, only the lowest Landau level of the conduction band is occupied in this model, and the oscillations end. A field also breaks time reversal, so the argument of section 3 no longer guarantees that the levels are doubly degenerate.

**12. Beside real bismuth**

Bismuth is a semimetal with three such electron pockets, balanced by holes elsewhere in the zone. Its gap at L is roughly 15 meV, its electron Fermi energy roughly 25 to 30 meV, and its electron density roughly 3×10¹⁷ cm⁻³ at low temperature. The example lies in this regime, but its masses are round numbers, so the nearness of 2.7 to 3 does not decide between the models: each would be fitted with its own masses. One assumption that inversion and time reversal do not guarantee in the real crystal is the vanishing interband momentum along the pocket. If this momentum adds no cross terms with p1 or p3, a residual share of one tenth moves the tip by the 4% found above, and a larger share moves the surface further towards Lax's ellipsoid. A cross term in p2p3 would tilt the pocket and change its length by a different amount. The difference shows when the long orbit is compared with the waist orbit: by the formulas of section 9, the ratio m_c/F is the same for both orbits in Lax's model, whatever its masses, but not in Cohen's, where for the example it is smaller on the long orbit by the factor 0.506/0.622 = 0.81. Published areas and cyclotron masses of bismuth put this factor within roughly five percent of one, and the measured half-length of the pocket, roughly 0.75 nm⁻¹, is near Lax's value in the example. The real pocket is thus much closer to the ellipsoid than to the limit λ = 0, and the factors 1.73 and 0.654 compare two models at equal edge masses; they are not errors of the ellipsoid for bismuth. The full set of values stands in the numerical output below.

Computed values

```
gap Eg = 15.0 meV, Fermi energy E = 30.0 meV, pockets = 3
edge masses m1, m2, m3 = 0.001, 0.250, 0.005 m0
E/Eg = 2.000, beta = 0.6667, E(1+E/Eg) = 90.00 meV
1D crystal: inverse mass from sum 3.83040, from curvature 3.83040 (1/m0)
1D crystal: second-order c-v element, inversion kept 3.7e-15, broken 4.1e-02
semi-axes Cohen k1, k2, k3 = 0.04860, 0.44368, 0.10868 1/nm
semi-axes Lax   k1, k2, k3 = 0.04860, 0.76848, 0.10868 1/nm
length ratio Lax/Cohen along axis 2 = 1.7321
density, all pockets: Cohen 2.691, Lax 4.113 1e17/cm^3
density ratio Cohen/Lax = 0.6543, relative angular-mesh shift = 2.7e-07
volume, Cohen over ellipsoid of same semi-axes = 1.1333
Fermi energy at which Lax gives Cohen's density = 25.27 meV
elliptic integrals K(-beta) = 1.37686, E(-beta) = 1.80661, J = 0.84628
long section, Cohen over ellipse of same semi-axes = 1.0775
field along 1: oscillation frequency Cohen 17.099, Lax 27.486 T
field along 1: cyclotron mass Cohen 0.08946, Lax 0.17678 m0
field along 2: oscillation frequency Cohen 1.738, Lax 1.738 T
field along 2: cyclotron mass Cohen 0.01118, Lax 0.01118 m0
long-section ratios Cohen/Lax: area 0.6221, mass 0.5061
tip velocity: Cohen 2.0545, Lax 0.7117 1e5 m/s, ratio 2.8868
neck appears for m2/m2' above 1.500
m2/m2' = 2: widest section at s = 0.1250, area over waist = 1.0208
m2/m2' = 0.5: density over Cohen's equal-mass density = 0.9412
m2/m2' = 2.0: density over Cohen's equal-mass density = 1.1176
residual interband share lam = 0.10: tip k2 = 0.46252 1/nm, over Cohen 1.0425
  interband momentum along 2 over that along 1: 0.0200 (lam = 1: 0.0632)
folding error ratio, remote gap 16 eV over 64 eV = 3.956
remote gap 1.0 eV, 200 random couplings: largest energy error tip 0.57, oblique (s = 0.5) 1.10 meV
free-electron term left out at the waist: axis 1 0.090, axis 3 0.450 meV
T = 4.2 K: kT = 0.362 meV, density over T = 0 value, fixed level = 1.0007
T = 77.0 K: kT = 6.635 meV, density over T = 0 value, fixed level = 1.2281
Landau spacing at 0.1 T: field along 1 0.129, along 2 1.035 meV
```
